**Elastic contact and Preston's law: the two-thirds counterexample**

For equal-height spherical pad asperities, the real contact fraction is f = πN(3PR/(4NE\*))^(2/3), where P is nominal pressure, N the number of asperities per unit area, R the tip radius and E\* the reduced modulus. Removal proportional to real contact area therefore grows as P^(2/3). The program solves the single-tip contact numerically without prescribing its edge, and asserts that load, area and peak-to-mean pressure agree with the Hertz formulas within mesh error. It also asserts the exponent 5/6 for local removal that varies as the square root of pressure, the local-exponent formula for unequal heights, and exact linearity for exponential heights. In the example, doubling the pressure from 20 to 40 kPa raises the rate by a factor of 1.59 for equal heights. With a Gaussian height spread of 5 µm the factor is 1.92, close to Preston's 2. The output also sizes pad softening, yield, tip slope, wafer compliance and coupling between neighbouring asperities. Pad and oxide properties are rough typical inputs, not measurements of a particular product.

## Verification by program

```python
"""
Result under test: equal-height elastic spherical asperities on a flat wafer
have real contact fraction
    f = pi N (3 P R / (4 N E*))**(2/3),
so removal proportional to real contact area grows as P**(2/3), not as P.
Symbols: P nominal pressure, N asperities per nominal area, R tip radius,
E* reduced modulus, delta indentation, a contact radius, sigma height spread.
Also tested: other local removal laws, unequal heights and neglected effects.
SI units are used internally. Pad values are rough typical inputs.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk

micron, kPa, MPa = constants.micro, 1e3, 1e6
pad_modulus, pad_poisson = 100 * MPa, 0.4
tip_radius = 50 * micron
density = 100 / constants.milli**2
speed = 1.0
reference_pressure = 20 * kPa
reference_rate = 200e-9 / constants.minute
yield_strength = 20 * MPa
oxide_modulus, oxide_poisson = 70e9, 0.17
reduced_modulus = pad_modulus / (1 - pad_poisson**2)


def hertz_radius(load, modulus=reduced_modulus):
    return (3 * load * tip_radius / (4 * modulus))**(1 / 3)


def equal_height_fraction(pressure, modulus=reduced_modulus):
    return np.pi * density * hertz_radius(pressure / density, modulus)**2


# ---- Numerical contact: rings of pressure, contact edge not prescribed ----
def disc_displacement(r, b):
    """Surface displacement times E* for unit pressure on a disc of radius b."""
    r, b = np.broadcast_arrays(r, b)
    inside = r < b
    small, large = np.minimum(r, b), np.maximum(r, b)
    m = (small / large)**2
    inner = b * ellipe(m)
    outer = r * (ellipe(m) - (1 - m) * ellipk(m))
    return 4 / np.pi * np.where(inside, inner, outer)


def solve_contacts(ring_count, indentations):
    edge_max = np.sqrt(2 * tip_radius * max(indentations))
    edges = np.linspace(0, edge_max, ring_count + 1)
    middle = (edges[1:] + edges[:-1]) / 2
    ring_area = np.pi * np.diff(edges**2)
    discs = disc_displacement(middle[:, None], edges[None, :])
    influence = np.diff(discs, axis=1) / reduced_modulus
    rows = []
    for delta in indentations:
        overlap = delta - middle**2 / (2 * tip_radius)
        active = np.flatnonzero(overlap > 0)
        while True:
            p = np.linalg.solve(influence[np.ix_(active, active)],
                                overlap[active])
            if np.all(p > 0):
                break
            active = active[p > 0]
        gap = influence[:, active] @ p - overlap
        assert gap.min() > -0.01 * delta
        area = ring_area[active].sum()
        load = p @ ring_area[active]
        half_power = np.sqrt(p) @ ring_area[active]
        rows.append([load, area, half_power, p[0] * area / load])
    return np.array(rows)


def fitted_exponent(load, quantity):
    return np.polyfit(np.log(load), np.log(quantity), 1)[0]


test_indentations = np.geomspace(0.05, 0.8, 8) * micron
coarse = solve_contacts(300, test_indentations)
fine = solve_contacts(600, test_indentations)
exponent_coarse = fitted_exponent(coarse[:, 0], coarse[:, 1])
exponent_fine = fitted_exponent(fine[:, 0], fine[:, 1])
exponent_half = fitted_exponent(fine[:, 0], fine[:, 2])
hertz_load = (4 / 3 * reduced_modulus * np.sqrt(tip_radius)
              * test_indentations**1.5)
# Ring width limits the smallest contact area to about two percent.
assert np.allclose(fine[:, 0], hertz_load, rtol=0.015)
assert np.allclose(fine[:, 1], np.pi * hertz_radius(fine[:, 0])**2, rtol=0.03)
assert abs(exponent_fine - 2 / 3) < 0.01
assert abs(exponent_half - 5 / 6) < 0.01
assert abs(fine[-1, 3] - 1.5) < 0.03

# ---- Local exponent for any set of independent contacts ----
def discrete_load_area(heights, separation):
    d = np.maximum(heights - separation, 0)
    return np.sum(d**1.5), np.sum(d)


def covariance_exponent(heights, separation):
    d = heights[heights > separation] - separation
    return 2 / 3 * np.mean(d**1.5) / (np.mean(d) * np.mean(np.sqrt(d)))


height_sets = [np.ones(5), np.linspace(0.013, 1, 40),
               np.array([1.0, 0.001, 0.001])]
set_exponents = []
for heights in height_sets:
    step = 1e-6
    low = discrete_load_area(heights, step)
    high = discrete_load_area(heights, -step)
    slope = np.log(high[1] / low[1]) / np.log(high[0] / low[0])
    assert abs(slope - covariance_exponent(heights, 0)) < 1e-4
    assert slope > 2 / 3 - 1e-6
    set_exponents.append(slope)
assert abs(set_exponents[0] - 2 / 3) < 1e-6
assert set_exponents[2] > 1

# ---- Height distributions ----
load_factor = 4 / 3 * density * reduced_modulus * np.sqrt(tip_radius)
rough_sigma = 5 * micron


def exponential_contact(h):
    def moment(n):
        return quad(lambda z: (z - h)**n * np.exp(-z), h, h + 45,
                    epsabs=0, epsrel=1e-9, limit=200)[0]
    pressure = load_factor * rough_sigma**1.5 * moment(1.5)
    fraction = np.pi * density * tip_radius * rough_sigma * moment(1)
    return pressure, fraction


exponential_slope = np.sqrt(np.pi * tip_radius / rough_sigma) / reduced_modulus
for h in (3.0, 4.0, 5.0):
    pressure, fraction = exponential_contact(h)
    assert abs(fraction / pressure / exponential_slope - 1) < 1e-6


def gaussian_moment(n, h, start=None):
    lower = max(h if start is None else start, -9.0)
    value = quad(lambda z: (z - h)**n * np.exp(-z * z / 2), lower, 10,
                 epsabs=0, epsrel=1e-9, limit=200)[0]
    return value / np.sqrt(2 * np.pi)


def gaussian_separation(pressure, sigma):
    scale = load_factor * sigma**1.5
    return brentq(lambda h: np.log(scale * gaussian_moment(1.5, h) / pressure),
                  -60, 6, xtol=1e-11)


def gaussian_fraction(pressure, sigma):
    h = gaussian_separation(pressure, sigma)
    return np.pi * density * tip_radius * sigma * gaussian_moment(1, h)


spreads = np.array([0.03, 0.1, 0.3, 1, 5]) * micron
gaussian_exponents = []
for sigma in spreads:
    h = gaussian_separation(reference_pressure, sigma)
    moments = [gaussian_moment(n, h) for n in (0, 0.5, 1, 1.5)]
    local = 2 / 3 * moments[0] * moments[3] / (moments[1] * moments[2])
    up = gaussian_fraction(reference_pressure * 1.01, sigma)
    down = gaussian_fraction(reference_pressure / 1.01, sigma)
    difference = np.log(up / down) / (2 * np.log(1.01))
    assert abs(local - difference) < 1e-3
    assert 2 / 3 < local < 1
    gaussian_exponents.append(local)
assert np.all(np.diff(gaussian_exponents) > 0)

rough_h = gaussian_separation(reference_pressure, rough_sigma)
rough_fraction = gaussian_fraction(reference_pressure, rough_sigma)
rough_doubling = (gaussian_fraction(2 * reference_pressure, rough_sigma)
                  / rough_fraction)
touching_share = gaussian_moment(0, rough_h)
mean_rough_indentation = (rough_sigma * gaussian_moment(1, rough_h)
                          / touching_share)

# ---- Worked example ----
pressures = np.array([10, 20, 40]) * kPa
fractions = equal_height_fraction(pressures)
wear_coefficient = reference_rate / (
    speed * equal_height_fraction(reference_pressure))
area_rates = wear_coefficient * speed * fractions
preston_rates = reference_rate * pressures / reference_pressure
load = reference_pressure / density
radius = hertz_radius(load)
indentation = radius**2 / tip_radius
mean_contact_pressure = reference_pressure / fractions[1]
peak_pressure = 1.5 * mean_contact_pressure

# ---- Sizes of neglected effects ----
softening = brentq(
    lambda s: equal_height_fraction(2 * reference_pressure, s * reduced_modulus)
    / fractions[1] - 2, 0.2, 1)


def axis_stress_difference(depth):
    radial = (-(1 + pad_poisson) * (1 - depth * np.arctan(1 / depth))
              + 0.5 / (1 + depth**2))
    return np.abs(radial + 1 / (1 + depth**2))


depths = np.linspace(0.01, 2, 2000)
worst_depth = depths[np.argmax(axis_stress_difference(depths))]
stress_factor = axis_stress_difference(worst_depth)
# Superpose point-load stresses as an independent check of the axis formula.
axial = -quad(lambda r: 3 * worst_depth**3 * r * np.sqrt(1 - r*r)
              / (r*r + worst_depth**2)**2.5, 0, 1)[0]
trace = -quad(lambda r: 2 * (1 + pad_poisson) * worst_depth * r
              * np.sqrt(1 - r*r) / (r*r + worst_depth**2)**1.5, 0, 1)[0]
assert abs(abs((trace - axial) / 2 - axial) - stress_factor) < 1e-6
yield_onset = yield_strength / stress_factor
yield_indentation = tip_radius * (
    np.pi * yield_onset / (2 * reduced_modulus))**2
yield_load_share = (gaussian_moment(
    1.5, rough_h, rough_h + yield_indentation / rough_sigma)
    / gaussian_moment(1.5, rough_h))

# Full spherical gap profile instead of a parabola, at the same load.
def spherical_load(x):
    return reduced_modulus * tip_radius**2 * (
        (1 + x*x) * np.arctanh(x) - x)


sphere_ratio = brentq(lambda x: spherical_load(x) / load - 1, 0.01, 0.5)
slope_shift = (sphere_ratio * tip_radius / radius)**2 - 1
combined_modulus = 1 / (1 / reduced_modulus
                        + (1 - oxide_poisson**2) / oxide_modulus)
wafer_shift = (equal_height_fraction(reference_pressure, combined_modulus)
               / fractions[1] - 1)

# Nonuniform part of the displacement made by neighbours on a square lattice.
spacing = 1 / np.sqrt(density)
grid = np.arange(-100, 101) * spacing
x, y = np.meshgrid(grid, grid)
keep = (x != 0) | (y != 0)
x, y = x[keep], y[keep]
distance = np.hypot(x, y)
angles = np.arange(16) * 2 * np.pi / 16
rise = np.mean([np.sum(1 / np.hypot(x - radius*np.cos(t),
                                     y - radius*np.sin(t)) - 1 / distance)
                for t in angles]) * load / (np.pi * reduced_modulus)
curvature_change = rise / (radius**2 / (2 * tip_radius))
lattice_sum = np.sum((spacing / distance)**3)
coupling_formula = 2 / (3*np.pi) * lattice_sum * (radius / spacing)**3
assert abs(curvature_change / coupling_formula - 1) < 0.01
coupling_shift = (1 + curvature_change)**(-2 / 3) - 1
rough_doubling_change = rough_doubling / 2**(2 / 3) - 1
assert rough_doubling_change > max(abs(slope_shift), abs(wafer_shift),
                                   abs(coupling_shift))

# ---- Printed results ----
def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("Pad Young modulus, rough input", pad_modulus / MPa, "MPa")
show("Pad Poisson ratio, rough input", pad_poisson)
show("Reduced modulus", reduced_modulus / MPa, "MPa")
show("Tip radius, rough input", tip_radius / micron, "um")
show("Asperity density, rough input", density * constants.milli**2, "per mm2")
show("Sliding speed", speed, "m/s")
show("Load per asperity at 20 kPa", load / constants.milli, "mN")
show("Contact radius at 20 kPa", radius / micron, "um")
show("Indentation at 20 kPa", indentation / micron, "um")
show("Mean contact pressure at 20 kPa", mean_contact_pressure / MPa, "MPa")
show("Peak contact pressure at 20 kPa", peak_pressure / MPa, "MPa")
show("Removed depth per slid length in contact", wear_coefficient)
for p, f, rate, linear in zip(pressures, fractions, area_rates, preston_rates):
    print(f"P={p/kPa:.0f} kPa ({p/constants.psi:.2f} psi): "
          f"contact={100*f:.4f} %, area law={rate*60e9:.1f} nm/min, "
          f"Preston={linear*60e9:.1f} nm/min")
show("Equal-height rate factor on doubling P", area_rates[2] / area_rates[1])
show("Preston overestimate at 40 kPa",
     100 * (preston_rates[2] / area_rates[2] - 1), "%")
show("Solver area exponent, 300 rings", exponent_coarse)
show("Solver area exponent, 600 rings", exponent_fine)
show("Mesh shift of area exponent", exponent_fine - exponent_coarse)
show("Solver exponent, removal as root of local pressure", exponent_half)
show("Solver peak-to-mean contact pressure", fine[-1, 3])
show("Local exponent, evenly spread heights", set_exponents[1])
show("Local exponent, bimodal heights", set_exponents[2])
for sigma, exponent in zip(spreads, gaussian_exponents):
    print(f"Gaussian spread {sigma/micron:.2f} um: "
          f"local exponent at 20 kPa = {exponent:.4f}")
show("Exponential heights, 5 um: contact at 20 kPa",
     100 * exponential_slope * reference_pressure, "%")
show("Gaussian heights, 5 um: contact at 20 kPa", 100 * rough_fraction, "%")
show("Gaussian heights, 5 um: touching asperities", 100 * touching_share, "%")
show("Gaussian heights, 5 um: mean indentation",
     mean_rough_indentation / micron, "um")
show("Gaussian heights, 5 um: mean contact pressure",
     reference_pressure / rough_fraction / MPa, "MPa")
show("Gaussian heights, 5 um: rate factor on doubling P", rough_doubling)
show("Height-spread change of doubling factor",
     100 * rough_doubling_change, "%")
show("Modulus loss that imitates Preston on doubling P",
     100 * (1 - softening), "%")
show("Pad yield strength, rough input", yield_strength / MPa, "MPa")
show("Peak contact pressure at yield onset", yield_onset / MPa, "MPa")
show("Rough-pad load on tips above yield onset", 100 * yield_load_share, "%")
show("Contact-area shift from finite tip slope", 100 * slope_shift, "%")
show("Contact-area shift from wafer compliance", 100 * wafer_shift, "%")
show("Contact-area shift from neighbour coupling", 100 * coupling_shift, "%")
print("finished without a failed check")
```

Running it gives:

```
Pad Young modulus, rough input: 100 MPa
Pad Poisson ratio, rough input: 0.4
Reduced modulus: 119.05 MPa
Tip radius, rough input: 50 um
Asperity density, rough input: 100 per mm2
Sliding speed: 1 m/s
Load per asperity at 20 kPa: 0.2 mN
Contact radius at 20 kPa: 3.9791 um
Indentation at 20 kPa: 0.31666 um
Mean contact pressure at 20 kPa: 4.0209 MPa
Peak contact pressure at 20 kPa: 6.0313 MPa
Removed depth per slid length in contact: 6.7014e-07
P=10 kPa (1.45 psi): contact=0.3133 %, area law=126.0 nm/min, Preston=100.0 nm/min
P=20 kPa (2.90 psi): contact=0.4974 %, area law=200.0 nm/min, Preston=200.0 nm/min
P=40 kPa (5.80 psi): contact=0.7896 %, area law=317.5 nm/min, Preston=400.0 nm/min
Equal-height rate factor on doubling P: 1.5874
Preston overestimate at 40 kPa: 25.992 %
Solver area exponent, 300 rings: 0.66547
Solver area exponent, 600 rings: 0.66701
Mesh shift of area exponent: 0.0015409
Solver exponent, removal as root of local pressure: 0.83339
Solver peak-to-mean contact pressure: 1.4981
Local exponent, evenly spread heights: 0.7994
Local exponent, bimodal heights: 1.8774
Gaussian spread 0.03 um: local exponent at 20 kPa = 0.6697
Gaussian spread 0.10 um: local exponent at 20 kPa = 0.7035
Gaussian spread 0.30 um: local exponent at 20 kPa = 0.8254
Gaussian spread 1.00 um: local exponent at 20 kPa = 0.9033
Gaussian spread 5.00 um: local exponent at 20 kPa = 0.9437
Exponential heights, 5 um: contact at 20 kPa: 0.094164 %
Gaussian heights, 5 um: contact at 20 kPa: 0.15274 %
Gaussian heights, 5 um: touching asperities: 4.7 %
Gaussian heights, 5 um: mean indentation: 2.0689 um
Gaussian heights, 5 um: mean contact pressure: 13.094 MPa
Gaussian heights, 5 um: rate factor on doubling P: 1.9184
Height-spread change of doubling factor: 20.849 %
Modulus loss that imitates Preston on doubling P: 29.289 %
Pad yield strength, rough input: 20 MPa
Peak contact pressure at yield onset: 34.77 MPa
Rough-pad load on tips above yield onset: 1.7725 %
Contact-area shift from finite tip slope: -0.16893 %
Contact-area shift from wafer compliance: 0.11007 %
Contact-area shift from neighbour coupling: -0.0080045 %
finished without a failed check
```
